# Symmetry Blocks of the GF Problem and Methane's Five Harmonic Constants: a program that tests the result

```python
"""Result under test: symmetry coordinates S = U s block the Wilson GF problem,
and a harmonic potential has sum n(n+1)/2 constants over real species (n^2 for
a complex pair), n counted in the vibrational representation: 5 for methane.
s: 4 CH stretches and 6 HCH angles; B = ds/dx; G = B M^-1 B^T; 2V = s^T F s.
f, g: blocks of F and G. Indices: A (A1), E, 3 (T2 stretch), 4 (T2 bend).
Units inside: angstrom, radian, atomic mass unit u, attojoule aJ.
Ab initio level: RHF/6-31G*, spherical d functions, analytic Hessian."""
from itertools import combinations, permutations
import numpy as np
from scipy import constants as sc
from scipy.linalg import null_space
from scipy.optimize import brentq
from pyscf import gto, scf, hessian

rng = np.random.default_rng(4)
vertices = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
pairs = list(combinations(range(4), 2))
bohr = sc.physical_constants['Bohr radius'][0] * 1e10
hartree = sc.physical_constants['Hartree energy'][0] * 1e18
u_kg = sc.atomic_mass
# cm^-1 per sqrt(aJ / (u angstrom^2))
to_cm = np.sqrt(1e-18 / (u_kg * 1e-20)) / (2 * np.pi * sc.c * 100)
m_c = 12.0
m_h = (sc.m_p + sc.m_e) / u_kg
m_d = (sc.physical_constants['deuteron mass'][0] + sc.m_e) / u_kg


def geometry(r):
    return np.vstack([np.zeros(3), r * vertices / np.sqrt(3)])


def internal(x):
    """Four bond lengths and six bond angles from 15 Cartesian coordinates."""
    p = x.reshape(5, 3)
    bonds = p[1:] - p[0]
    lengths = np.linalg.norm(bonds, axis=1)
    e = bonds / lengths[:, None]
    return np.r_[lengths, [np.arccos(e[i] @ e[j]) for i, j in pairs]]


def run_scf(r):
    atoms = [(a, tuple(p)) for a, p in zip('CHHHH', geometry(r))]
    mol = gto.M(atom=atoms, basis='6-31g*', unit='Angstrom', verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    return mf


def radial_gradient(r):
    gradient = run_scf(r).nuc_grad_method().kernel()
    return gradient[1] @ vertices[0] / np.sqrt(3)


# Stationary geometry and Hessian, with no symmetry imposed on the Hessian
r0 = brentq(radial_gradient, 1.04, 1.14, xtol=1e-8)
mf = run_scf(r0)
assert np.abs(mf.nuc_grad_method().kernel()).max() < 1e-5
hess = hessian.RHF(mf).kernel().transpose(0, 2, 1, 3).reshape(15, 15)
hess = (hess + hess.T) / 2 * hartree / bohr**2

# Wilson B matrix by central differences of the true internal coordinates
x0 = geometry(r0).ravel()
step = 1e-4
B = np.array([(internal(x0 + step * d) - internal(x0 - step * d)) / (2 * step)
              for d in np.eye(15)]).T

# Symmetry coordinates: A1, E (2), T2 stretch (3), T2 bend (3), redundancy
U = np.zeros((10, 10))
U[0, :4] = 0.5
U[3:6, :4] = vertices.T / 2
U[9, 4:] = 1 / np.sqrt(6)
for a, (i, j) in enumerate(pairs):
    axis = int(np.argmax(vertices[i] == vertices[j]))
    U[1, 4 + a] = [-1, -1, 2][axis] / np.sqrt(12)
    U[2, 4 + a] = [1, -1, 0][axis] / 2
    U[6:9, 4 + a] = (vertices[i] + vertices[j]) / (2 * np.sqrt(2))
assert np.allclose(U @ U.T, np.eye(10))

# Group Td: vector matrices R, internal matrices T, Cartesian matrices P
group = []
for perm in permutations(range(4)):
    R = vertices[list(perm)].T @ vertices / 4
    T, site = np.zeros((10, 10)), np.zeros((5, 5))
    site[0, 0] = 1
    for i in range(4):
        T[perm[i], i] = site[1 + perm[i], 1 + i] = 1
    for a, (i, j) in enumerate(pairs):
        T[4 + pairs.index(tuple(sorted((perm[i], perm[j])))), 4 + a] = 1
    P = np.kron(site, R)
    assert np.allclose(B @ P, T @ B, atol=1e-6)
    W = U @ T @ U.T
    expected = np.zeros((10, 10))
    expected[0, 0] = expected[9, 9] = 1
    expected[1:3, 1:3] = W[1:3, 1:3]
    expected[3:6, 3:6] = expected[6:9, 6:9] = R
    assert np.allclose(W, expected)
    group.append((perm, R, T, P))

# Vibrational space: complement of translations and rotations
translations = [np.tile(d, 5) for d in np.eye(3)]
rotations = [np.cross(d, geometry(r0)).ravel() for d in np.eye(3)]
V = null_space(np.array(translations + rotations))
vib = [V.T @ P @ V for _, _, _, P in group]
table = {'A1': (1, 1, 1, 1, 1), 'A2': (1, 1, 1, -1, -1),
         'E': (2, -1, 2, 0, 0), 'T1': (3, 0, -1, 1, -1),
         'T2': (3, 0, -1, -1, 1)}
classes = [(3, 1), (0, 1), (-1, 1), (-1, -1), (1, -1)]


def multiplicities(matrices):
    result = {}
    for name, chi in table.items():
        total = 0.0
        for (_, R, _, _), D in zip(group, matrices):
            key = (round(np.trace(R)), round(np.linalg.det(R)))
            total += chi[classes.index(key)] * np.trace(D)
        result[name] = round(total / 24)
        assert abs(total / 24 - result[name]) < 1e-8
    return result


def invariant_forms(matrices):
    """Group averages of every elementary symmetric matrix (a spanning set)."""
    n, forms = len(matrices[0]), []
    for i in range(n):
        for j in range(i, n):
            E = np.zeros((n, n))
            E[i, j] = E[j, i] = 1
            forms.append(sum(D @ E @ D.T for D in matrices) / len(matrices))
    return forms


def dimension(forms, tol=1e-6):
    return int(np.linalg.matrix_rank(np.array([f.ravel() for f in forms]), tol=tol))


def rule(n):
    return sum(k * (k + 1) // 2 for k in n.values())


n_vib = multiplicities(vib)
n_int = multiplicities([T for _, _, T, _ in group])
forms_int = invariant_forms([T for _, _, T, _ in group])
count_vib = dimension(invariant_forms(vib))
count_int = dimension(forms_int)
count_effective = dimension([B.T @ f @ B for f in forms_int], tol=1e-5)
count_character = sum((np.trace(D)**2 + np.trace(D @ D)) / 2 for D in vib) / 24
assert count_vib == rule(n_vib) == count_effective == 5
assert count_int == rule(n_int) == 7
assert abs(count_character - count_vib) < 1e-8

# Lower symmetry on the same nine coordinates: real E (C3v), complex pair (C3)
c3v = [D for (p, _, _, _), D in zip(group, vib) if p[0] == 0]
c3 = [D for (p, R, _, _), D in zip(group, vib)
      if p[0] == 0 and np.linalg.det(R) > 0]
n_a = round(sum(np.trace(D) for D in c3) / 3)
n_pair = (9 - n_a) // 2
n_a1 = round(sum(np.trace(D) for D in c3v) / 6)
assert n_a1 == n_a
count_c3v, count_c3 = dimension(invariant_forms(c3v)), dimension(invariant_forms(c3))
assert count_c3v == n_a * (n_a + 1) // 2 + n_pair * (n_pair + 1) // 2
assert count_c3 == n_a * (n_a + 1) // 2 + n_pair**2

# Angle redundancy to first and second order
assert np.abs(B[4:].sum(axis=0)).max() < 1e-7
incidence = np.array([[float(i in p) for p in pairs] for i in range(4)])
tension = (np.eye(6) - 2 * incidence.T @ incidence) / (2 * np.sqrt(2))
t = 1e-3
for _ in range(5):
    d = rng.normal(size=15)
    d /= np.linalg.norm(d)
    excess = [internal(x0 + q * d)[4:].sum() - internal(x0)[4:].sum()
              for q in (t, -t)]
    angles = B[4:] @ d
    assert abs(sum(excess) / (2 * t**2) - angles @ tension @ angles / 2) < 2e-5
tension_sym = U[:9, 4:] @ tension @ U[:9, 4:].T
shift_e, shift_t = tension_sym[1, 1], tension_sym[6, 6]
assert np.allclose(tension_sym, np.diag([0] + [shift_e] * 2 + [0] * 3 + [shift_t] * 3))
assert np.allclose([shift_e, shift_t], np.array([1, -3]) / (2 * np.sqrt(2)))

# Seven valence constants against their symmetry blocks
fr, frr, fra, frb, fa, faa, fab = rng.normal(size=7)
valence = np.zeros((10, 10))
valence[:4, :4] = frr + (fr - frr) * np.eye(4)
valence[:4, 4:] = np.where(incidence > 0, fra, frb)
valence[4:, :4] = valence[:4, 4:].T
shared = incidence.T @ incidence
valence[4:, 4:] = np.select([shared == 2, shared == 1], [fa, faa], fab)


def block_matrix(a, e, s, c, b):
    M = np.zeros((9, 9))
    M[0, 0] = a
    M[1:3, 1:3] = e * np.eye(2)
    M[3:, 3:] = np.kron([[s, c], [c, b]], np.eye(3))
    return M


full = np.zeros((10, 10))
full[:9, :9] = block_matrix(fr + 3 * frr, fa - 2 * faa + fab, fr - frr,
                            np.sqrt(2) * (fra - frb), fa - fab)
full[9, 9] = fa + 4 * faa + fab
full[0, 9] = full[9, 0] = np.sqrt(6) * (fra + frb)
assert np.allclose(U @ valence @ U.T, full)


# Analytic G blocks against the definition, for both light masses
def g_constants(mass):
    mu, mc = 1 / mass, 1 / m_c
    return (mu, 3 * mu / r0**2, mu + 4 * mc / 3, -8 * mc / (3 * r0),
            (2 * mu + 16 * mc / 3) / r0**2)


def g_matrix(light):
    return B @ np.diag(1 / np.repeat([m_c] + list(light), 3)) @ B.T


for mass in (m_h, m_d):
    target = np.zeros((10, 10))
    target[:9, :9] = block_matrix(*g_constants(mass))
    assert np.allclose(U @ g_matrix([mass] * 4) @ U.T, target, atol=1e-6)

# Five constants from the Hessian, and the Hessian rebuilt from them
Bs = U[:9] @ B
inverse = np.linalg.pinv(Bs)
f9 = inverse.T @ hess @ inverse
five = (f9[0, 0], np.mean(np.diag(f9)[1:3]), np.mean(np.diag(f9)[3:6]),
        np.mean(np.diag(f9[3:6, 6:9])), np.mean(np.diag(f9)[6:9]))
F9 = block_matrix(*five)
block_error = np.abs(f9 - F9).max()
rebuild_error = np.abs(Bs.T @ F9 @ Bs - hess).max()
assert block_error < 3e-4 and rebuild_error < 3e-4


def cartesian_frequencies(light):
    w = 1 / np.sqrt(np.repeat([m_c] + list(light), 3))
    return np.sqrt(np.linalg.eigvalsh(hess * np.outer(w, w))[6:]) * to_cm


def t2_invariants(f, g):
    trace = g[2] * f[2] + 2 * g[3] * f[3] + g[4] * f[4]
    det = (g[2] * g[4] - g[3]**2) * (f[2] * f[4] - f[3]**2)
    return trace, det


def block_frequencies(f, mass):
    """Frequencies in the order A1, E, upper T2, lower T2."""
    g = g_constants(mass)
    trace, det = t2_invariants(f, g)
    root = np.sqrt(trace**2 - 4 * det)
    lam = [g[0] * f[0], g[1] * f[1], (trace + root) / 2, (trace - root) / 2]
    return np.sqrt(lam) * to_cm


nu_h, nu_d = block_frequencies(five, m_h), block_frequencies(five, m_d)
for nu, mass in ((nu_h, m_h), (nu_d, m_d)):
    assert np.allclose(np.sort(np.repeat(nu, [1, 2, 3, 3])),
                       cartesian_frequencies([mass] * 4), atol=0.2)

# Void constants leave the nonzero GF roots unchanged; one root is zero
F10 = np.zeros((10, 10))
F10[:9, :9] = F9
F10[9, :] = F10[:, 9] = rng.normal(size=10)
roots = np.linalg.eigvals(g_matrix([m_h] * 4) @ U.T @ F10 @ U)
roots = roots[np.argsort(roots.real)]
assert abs(roots[0]) < 1e-5 and np.abs(roots.imag).max() < 1e-5
assert np.allclose(np.sqrt(roots[1:].real) * to_cm,
                   np.sort(np.repeat(nu_h, [1, 2, 3, 3])), atol=0.1)

# Another force field with the same four CH4 frequencies, but f34 = 0
g_h, g_d = g_constants(m_h), g_constants(m_d)
trace_h, det_h = t2_invariants(five, g_h)
det_f = five[2] * five[4] - five[3]**2
alt_s = (trace_h + np.sqrt(trace_h**2 - 4 * g_h[2] * g_h[4] * det_f)) / (2 * g_h[2])
other = (five[0], five[1], alt_s, 0.0, det_f / alt_s)
alt_h, alt_d = block_frequencies(other, m_h), block_frequencies(other, m_d)
assert np.allclose(alt_h, nu_h, atol=1e-6)
assert np.abs(alt_d - nu_d).max() > 0.5
ratio = nu_d[2] * nu_d[3] / (nu_h[2] * nu_h[3])
ratio_mass = np.sqrt(m_h * (1 / m_d + 4 / m_c) / (m_d * (1 / m_h + 4 / m_c)))
cart_h, cart_d = (cartesian_frequencies([m] * 4) for m in (m_h, m_d))
cart_ratio = (np.prod(cart_d) / np.prod(cart_h) / (m_h / m_d)**1.5)**(1 / 3)
assert abs(cart_ratio - ratio_mass) < 1e-4
assert abs(ratio - ratio_mass) < 1e-8

# CH3D: same five force constants, but G is no longer blocked by Td species
light = [m_d, m_h, m_h, m_h]
g_mixed = U[:9] @ g_matrix(light) @ U[:9].T
mixed = np.sqrt(np.sort(np.linalg.eigvals(g_mixed @ F9).real)) * to_cm
assert np.allclose(mixed, cartesian_frequencies(light), atol=0.2)
assert abs(g_mixed[0, 3]) > 0.05
levels = [mixed[0]] + [b for a, b in zip(mixed, mixed[1:]) if b - a > 0.5]
assert len(levels) == 6

print('Level: RHF/6-31G*, spherical d, harmonic')
print('Vibrational species:', n_vib)
print('Species of 10 internal coordinates:', n_int)
print('Invariant forms, 10 coordinates:', count_int)
print('Independent Hessians from them:', count_effective)
print('Invariant forms, 9 vibrations:', count_vib)
print(f'Count from characters: {count_character:.6f}')
print(f'C3v: {n_a1} A1 + {n_pair} E, constants: {count_c3v}')
print(f'C3: {n_a} A + {n_pair} E pairs, constants: {count_c3}')
print(f'Tension shift of f_E / tau: {shift_e:.6f}')
print(f'Tension shift of f44 / tau: {shift_t:.6f}')
print(f'Bond length: {r0:.5f} angstrom')
print(f'Masses C, H, D: {m_c:.5f} {m_h:.5f} {m_d:.5f} u')
print(f'Wavenumber factor: {to_cm:.3f} cm^-1/sqrt(aJ/(u A^2))')
for name, value, unit in zip(('f_A', 'f_E', 'f33', 'f34', 'f44'), five,
                             ('aJ/A^2', 'aJ', 'aJ/A^2', 'aJ/A', 'aJ')):
    print(f'{name}: {value:.5f} {unit}')
print(f'f_r: {(five[0] + 3 * five[2]) / 4:.5f} aJ/A^2')
print(f'f_rr: {(five[0] - five[2]) / 4:.5f} aJ/A^2')
print(f'f_alpha - f_alphaalpha: {(five[1] + five[4]) / 2:.5f} aJ')
print(f"f_ralpha - f_ralpha': {five[3] / np.sqrt(2):.5f} aJ/A")
for name, value, unit in zip(('g_A', 'g_E', 'g33', 'g34', 'g44'), g_h,
                             ('1/u', '1/(u A^2)', '1/u', '1/(u A)', '1/(u A^2)')):
    print(f'{name} (CH4): {value:.6f} {unit}')
print(f'T2 trace (CH4): {trace_h:.5f} aJ/(u A^2)')
print(f'T2 determinant (CH4): {det_h:.5f} (aJ/(u A^2))^2')
print(f'Largest block deviation: {block_error:.1e} (aJ, A, rad)')
print(f'Largest Hessian rebuild error: {rebuild_error:.1e} aJ/A^2')
print('Frequency order: A1, E, upper T2, lower T2')
print('CH4:', ' '.join(f'{v:.1f}' for v in nu_h), 'cm^-1')
print('CD4:', ' '.join(f'{v:.1f}' for v in nu_d), 'cm^-1')
print(f'Alternative f33: {other[2]:.5f} aJ/A^2')
print(f'Alternative f34: {other[3]:.5f} aJ/A')
print(f'Alternative f44: {other[4]:.5f} aJ')
print('Alternative CH4:', ' '.join(f'{v:.1f}' for v in alt_h), 'cm^-1')
print('Alternative CD4:', ' '.join(f'{v:.1f}' for v in alt_d), 'cm^-1')
print(f'T2 product ratio CD4/CH4: {ratio:.6f}')
print(f'CH3D G coupling A1-T2 stretch: {g_mixed[0, 3]:.6f} 1/u')
print('CH3D distinct levels:', len(levels))
print('CH3D:', ' '.join(f'{v:.1f}' for v in levels), 'cm^-1')
print('all good')
```

Output:

```
Level: RHF/6-31G*, spherical d, harmonic
Vibrational species: {'A1': 1, 'A2': 0, 'E': 1, 'T1': 0, 'T2': 2}
Species of 10 internal coordinates: {'A1': 2, 'A2': 0, 'E': 1, 'T1': 0, 'T2': 2}
Invariant forms, 10 coordinates: 7
Independent Hessians from them: 5
Invariant forms, 9 vibrations: 5
Count from characters: 5.000000
C3v: 3 A1 + 3 E, constants: 12
C3: 3 A + 3 E pairs, constants: 15
Tension shift of f_E / tau: 0.353553
Tension shift of f44 / tau: -1.060660
Bond length: 1.08372 angstrom
Masses C, H, D: 12.00000 1.00783 2.01410 u
Wavenumber factor: 1302.791 cm^-1/sqrt(aJ/(u A^2))
f_A: 6.05692 aJ/A^2
f_E: 0.67460 aJ
f33: 5.86456 aJ/A^2
f34: 0.21908 aJ/A
f44: 0.64507 aJ
f_r: 5.91265 aJ/A^2
f_rr: 0.04809 aJ/A^2
f_alpha - f_alphaalpha: 0.65984 aJ
f_ralpha - f_ralpha': 0.15491 aJ/A
g_A (CH4): 0.992236 1/u
g_E (CH4): 2.534564 1/(u A^2)
g33 (CH4): 1.103347 1/u
g34 (CH4): -0.205055 1/(u A)
g44 (CH4): 2.068138 1/(u A^2)
T2 trace (CH4): 7.71489 aJ/(u A^2)
T2 determinant (CH4): 8.36590 (aJ/(u A^2))^2
Largest block deviation: 3.3e-09 (aJ, A, rad)
Largest Hessian rebuild error: 1.8e-08 aJ/A^2
Frequency order: A1, E, upper T2, lower T2
CH4: 3193.8 1703.5 3298.3 1488.4 cm^-1
CD4: 2259.2 1205.0 2443.6 1124.4 cm^-1
Alternative f33: 5.78127 aJ/A^2
Alternative f34: 0.00000 aJ/A
Alternative f44: 0.64606 aJ
Alternative CH4: 3193.8 1703.5 3298.3 1488.4 cm^-1
Alternative CD4: 2259.2 1205.0 2461.3 1116.3 cm^-1
T2 product ratio CD4/CH4: 0.559688
CH3D G coupling A1-T2 stretch: -0.123934 1/u
CH3D distinct levels: 6
CH3D: 1310.6 1481.3 1640.7 2394.2 3223.9 3298.1 cm^-1
all good
```
